# Threshold shift from electrons trapped in a thin gate oxide: test program

```python
"""Threshold shift of a MOS transistor by electrons trapped in its gate oxide.

Result under test: a sheet of N electrons per area at distance x from the gate
shifts the threshold voltage by  dV = q N x / eps_ox  (x = t at the silicon),
for n-channel (s = +1) and p-channel (s = -1) devices alike.
q: elementary charge, t: oxide thickness, eps_ox: oxide permittivity,
V_FB: flat-band voltage, phi_F: bulk Fermi potential, Q_B: depletion charge.
Threshold: fixed sheet density of minority carriers. SI units inside.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit

q, hbar, m_e = const.e, const.hbar, const.m_e
nm = 1e-9
T = 300.0
VT = const.k * T / q
eps_ox, eps_si = 3.9 * const.epsilon_0, 11.7 * const.epsilon_0
t = 2.0 * nm
N = 1e16                     # trapped electrons per m^2
N_body, n_i, N_poly = 1e24, 1e16, 1e26   # per m^3
E_gap = 1.12                 # eV, rough silicon gap

# ---------- derived formulas ----------
C_ox = eps_ox / t
phi_F = VT * np.log(N_body / n_i)
Q_B = np.sqrt(2 * eps_si * q * N_body * 2 * phi_F)


def shift_formula(x):
    return q * N * x / eps_ox


# ---------- nonlinear Poisson solver for the whole stack ----------
h = 0.1 * nm
n_ox, n_si = 20, 700


def solve_stack(drive, s, traps, gate_cells=0):
    """drive = V_G - V_FB; traps = electrons per area on the oxide nodes.
    Returns surface potential and minority sheet density."""
    g, i_si = gate_cells, gate_cells + n_ox
    cells = g + n_ox + n_si
    eps = np.full(cells, eps_si)
    eps[g:i_si] = eps_ox
    c = eps / h
    w_body = np.zeros(cells + 1)
    w_body[i_si] = h / 2
    w_body[i_si + 1:] = h
    w_gate = np.zeros(cells + 1)
    if g > 0:
        w_gate[:g] = h
        w_gate[g] = h / 2
    fixed = np.zeros(cells + 1)
    fixed[g:i_si + 1] = -q * traps
    phi = np.zeros(cells + 1)
    phi[:g + 1] = drive
    phi[g:i_si + 1] = np.linspace(drive, 0.9 * s, n_ox + 1)
    depth = np.arange(n_si + 1) * h
    phi[i_si:] = 0.9 * s * np.clip(1 - depth / (35 * nm), 0, None) ** 2
    n0 = n_i ** 2 / N_body
    body, gate = w_body > 0, w_gate > 0
    for _ in range(500):
        major, minor, free = (np.zeros(cells + 1) for _ in range(3))
        major[body] = N_body * np.exp(-s * phi[body] / VT)
        minor[body] = n0 * np.exp(s * phi[body] / VT)
        free[gate] = N_poly * np.exp(s * (phi[gate] - drive) / VT)
        charge = (s * q * w_body * (major - minor - N_body + n0)
                  + s * q * w_gate * (N_poly - free) + fixed)
        slope = -q / VT * (w_body * (major + minor) + w_gate * free)
        flux = c * np.diff(phi)
        residual = np.diff(flux) + charge[1:-1]
        band = np.zeros((3, cells - 1))
        band[0, 1:] = c[1:-1]
        band[1] = -(c[:-1] + c[1:]) + slope[1:-1]
        band[2, :-1] = c[1:-1]
        step = -solve_banded((1, 1), band, residual)
        phi[1:-1] += np.clip(step, -0.1, 0.1)
        if np.max(np.abs(step)) < 1e-9:
            break
    else:
        raise AssertionError("Poisson solver did not converge")
    minor = n0 * np.exp(s * phi[i_si:] / VT)
    return phi[i_si], float(np.sum(w_body[i_si:] * minor))


def drive_at(target, s, traps, gate_cells=0):
    def mismatch(v):
        return np.log(solve_stack(v, s, traps, gate_cells)[1] / target)
    lo, hi = sorted((0.8 * s, 2.0 * s))
    return brentq(mismatch, lo, hi, xtol=1e-9)


none = np.zeros(n_ox + 1)


def sheet_at(node):
    traps = none.copy()
    traps[node] = N
    return traps


uniform = np.full(n_ox + 1, N / n_ox)
uniform[[0, -1]] /= 2
numeric, base, target = {}, {}, {}
for s in (1, -1):
    lo, hi = sorted((0.8 * s, 2.0 * s))
    base[s] = brentq(lambda v: solve_stack(v, s, none)[0] - 2 * s * phi_F,
                     lo, hi, xtol=1e-9)
    target[s] = solve_stack(base[s], s, none)[1]
    assert abs(base[s] - s * (2 * phi_F + Q_B / C_ox)) < 3e-3
    for name, traps, x in (("silicon", sheet_at(n_ox), t),
                           ("middle", sheet_at(n_ox // 2), t / 2),
                           ("quarter", sheet_at(n_ox // 4), t / 4),
                           ("gate", sheet_at(0), 0.0),
                           ("uniform", uniform, t / 2)):
        numeric[s, name] = drive_at(target[s], s, traps) - base[s]
        assert abs(numeric[s, name] - shift_formula(x)) < 1e-5

dV = shift_formula(t)
V_FB = {s: -s * (E_gap / 2 + phi_F) for s in (1, -1)}
V_old = {s: V_FB[s] + s * (2 * phi_F + Q_B / C_ox) for s in (1, -1)}
V_new = {s: V_old[s] + dV for s in (1, -1)}
assert abs(V_new[1]) > abs(V_old[1]) and abs(V_new[-1]) < abs(V_old[-1])

# oxide field at threshold with the traps present (n-channel)
field = (Q_B + q * N) / eps_ox
drive_trapped = base[1] + numeric[1, "silicon"]
psi_s = solve_stack(drive_trapped, 1, sheet_at(n_ox))[0]
assert abs((drive_trapped - psi_s) / t / field - 1) < 0.01

# ---------- polysilicon gate: finite screening ----------
g_cells = 100
poly_shift = (drive_at(target[1], 1, sheet_at(n_ox), g_cells)
              - drive_at(target[1], 1, none, g_cells))


def poly_drop(Q):
    """Potential drop in the gate from the first integral of Poisson's law."""
    return brentq(lambda p: p - VT * (1 - np.exp(-p / VT))
                  - Q ** 2 / (2 * eps_si * q * N_poly), 1e-6, 1.0)


poly_extra = poly_drop(Q_B + q * N) - poly_drop(Q_B)
assert abs(poly_shift - dV - poly_extra) < 5e-4

# degeneracy: ratio of true to Boltzmann screening length in the gate
N_c = 2 * (1.08 * m_e * const.k * T / (2 * np.pi * hbar ** 2)) ** 1.5


def fermi_half(eta):
    value = quad(lambda u: 2 * u * u * expit(eta - u * u), 0, 8)[0]
    return 2 / np.sqrt(np.pi) * value


eta = brentq(lambda y: fermi_half(y) - N_poly / N_c, -5, 20)
dln = (np.log(fermi_half(eta + 0.01)) - np.log(fermi_half(eta - 0.01))) / 0.02
screen_ratio = 1 / np.sqrt(dln)

# ---------- discreteness of the charges ----------
z = 1.0 * nm                 # depth in silicon where the potential is sampled


def kernel(k):
    """2D Fourier transform of the potential of one interface charge."""
    k = np.maximum(k, 1e-6 / nm)
    return q * np.exp(-k * z) / (k * (eps_si + eps_ox / np.tanh(k * t)))


k_test = 0.2 / nm
eps_cells = np.r_[np.full(n_ox, eps_ox), np.full(n_si, eps_si)]
band = np.zeros((3, n_ox + n_si - 1))
band[0, 1:] = band[2, :-1] = eps_cells[1:-1] / h
band[1] = -(eps_cells[:-1] + eps_cells[1:]) * (1 / h + k_test ** 2 * h / 2)
source = np.zeros(n_ox + n_si - 1)
source[n_ox - 1] = -q
profile = solve_banded((1, 1), band, source)
assert abs(profile[n_ox - 1 + round(z / h)] / kernel(k_test) - 1) < 2e-3

integral = quad(lambda u: u * kernel(u / nm) ** 2, 0, 20, limit=200)[0]
sigma = np.sqrt(N / (2 * np.pi) * integral / nm ** 2)
rng = np.random.default_rng(1)
side = 512                   # map of 512 x 512 cells, each 1 nm x 1 nm
k1 = 2 * np.pi * np.fft.fftfreq(side, d=nm)
k_map = np.hypot(k1[:, None], k1[None, :])
variances = []
for _ in range(6):
    density = rng.poisson(N * nm ** 2, (side, side)) / nm ** 2
    potential = np.fft.ifft2(np.fft.fft2(density) * kernel(k_map)).real
    variances.append(potential.var())
# tolerance covers the sampling noise of six random maps
assert abs(np.sqrt(np.mean(variances)) / sigma - 1) < 0.06

gate_area = 1000 * nm * 100 * nm
count = N * gate_area
count_noise = dV / np.sqrt(count)

# ---------- escape of a trapped electron by tunnelling ----------
mass = 0.4 * m_e
trap_depth, escape_distance, attempt_rate = 3.0, 1.0 * nm, 1e13


def decay(binding_eV):
    return np.sqrt(2 * mass * binding_eV * q) / hbar


def double_well(distance):
    """Splitting and mean binding energy (eV) of two wells 0.6 nm wide."""
    dx = 0.005 * nm
    outer, well, gap = 300, 120, round(distance / dx)
    V = np.r_[np.zeros(outer), np.full(well, -4.5), np.zeros(gap),
              np.full(well, -4.5), np.zeros(outer)]
    hop = hbar ** 2 / (2 * mass * dx ** 2) / q
    E = eigh_tridiagonal(V + 2 * hop, np.full(V.size - 1, -hop),
                         eigvals_only=True, select="i", select_range=(0, 1))
    return E[1] - E[0], -E.mean()


split_a, bind_a = double_well(1.0 * nm)
split_b, bind_b = double_well(1.2 * nm)
measured_decay = np.log(split_a / split_b) / (0.2 * nm)
assert abs(measured_decay / decay(bind_b) - 1) < 0.03
kappa = decay(trap_depth)
escape_time = np.exp(2 * kappa * escape_distance) / attempt_rate

# ---------- output ----------
print(f"Oxide thickness: {t/nm:.1f} nm; relative permittivity: 3.9")
print(f"Trapped electrons: {N/1e4:.1e} cm^-2")
print(f"Temperature: {T:.0f} K; thermal voltage: {VT*1e3:.2f} mV")
print(f"Body doping: {N_body/1e6:.1e} cm^-3; n_i: {n_i/1e6:.1e} cm^-3")
print(f"Silicon relative permittivity: 11.7; gap: {E_gap:.2f} eV")
print(f"Elementary charge: {q:.4e} C")
print(f"Oxide permittivity: {eps_ox/100:.4e} F/cm")
print(f"Oxide capacitance: {C_ox*100:.4f} uF/cm2")
print(f"Trapped charge magnitude: {q*N*100:.4f} uC/cm2")
print(f"Field step at the sheet: {q*N/eps_ox/1e8:.3f} MV/cm")
print(f"Shift, formula, charge at silicon: {dV*1e3:.2f} mV = {dV:.4f} V")
for s, label in ((1, "n-channel"), (-1, "p-channel")):
    for name in ("silicon", "middle", "quarter", "gate", "uniform"):
        value = numeric[s, name] * 1e3 + 0.0
        print(f"Shift, Poisson solver, {label}, {name}: {abs(value):.2f} mV"
              if abs(value) < 5e-3 else
              f"Shift, Poisson solver, {label}, {name}: {value:+.2f} mV")
print(f"Bulk Fermi potential phi_F: {phi_F:.4f} V")
print(f"Depletion charge Q_B: {Q_B*100:.4f} uC/cm2")
print(f"Q_B/C_ox: {Q_B/C_ox:.4f} V")
for s, label in ((1, "n-channel"), (-1, "p-channel")):
    print(f"{label} V_FB: {V_FB[s]:+.4f} V")
    print(f"{label} V_T before: {V_old[s]:+.3f} V, after: {V_new[s]:+.3f} V")
    err = (base[s] - s * (2 * phi_F + Q_B / C_ox)) * 1e3
    print(f"{label} V_T, solver minus formula: {err:+.2f} mV")
print(f"Oxide field at n-channel threshold, trapped: {field/1e8:.2f} MV/cm")
print(f"Shift change per 0.1 nm of centroid: {shift_formula(0.1*nm)*1e3:.2f} mV")
print(f"Polysilicon doping: {N_poly/1e6:.1e} cm^-3")
print(f"Shift with polysilicon gate, n-channel: {poly_shift*1e3:.1f} mV")
print(f"Extra shift from polysilicon: {(poly_shift-dV)*1e3:.1f} mV")
print(f"Screening length, degenerate/Boltzmann: {screen_ratio:.2f}")
print(f"Mean spacing of charges: {1/np.sqrt(N)/nm:.1f} nm")
print(f"Local potential rms at {z/nm:.0f} nm depth: {sigma*1e3:.0f} mV")
print(f"Same from random maps: {np.sqrt(np.mean(variances))*1e3:.0f} mV")
print(f"Charges under a 1000 nm x 100 nm gate: {count:.0f}")
print(f"Shift spread from random count: {count_noise*1e3:.1f} mV")
print(f"Trap depth: {trap_depth:.1f} eV; tunnelling mass: 0.4 m_e")
print(f"Attempt rate: {attempt_rate:.0e} 1/s; decay constant: {kappa*nm:.2f} 1/nm")
print(f"Escape time over {escape_distance/nm:.0f} nm: {escape_time*1e9:.1f} ns")
print("OK")
```

Printed output:

```
Oxide thickness: 2.0 nm; relative permittivity: 3.9
Trapped electrons: 1.0e+12 cm^-2
Temperature: 300 K; thermal voltage: 25.85 mV
Body doping: 1.0e+18 cm^-3; n_i: 1.0e+10 cm^-3
Silicon relative permittivity: 11.7; gap: 1.12 eV
Elementary charge: 1.6022e-19 C
Oxide permittivity: 3.4531e-13 F/cm
Oxide capacitance: 1.7266 uF/cm2
Trapped charge magnitude: 0.1602 uC/cm2
Field step at the sheet: 0.464 MV/cm
Shift, formula, charge at silicon: 92.80 mV = 0.0928 V
Shift, Poisson solver, n-channel, silicon: +92.80 mV
Shift, Poisson solver, n-channel, middle: +46.40 mV
Shift, Poisson solver, n-channel, quarter: +23.20 mV
Shift, Poisson solver, n-channel, gate: 0.00 mV
Shift, Poisson solver, n-channel, uniform: +46.40 mV
Shift, Poisson solver, p-channel, silicon: +92.80 mV
Shift, Poisson solver, p-channel, middle: +46.40 mV
Shift, Poisson solver, p-channel, quarter: +23.20 mV
Shift, Poisson solver, p-channel, gate: 0.00 mV
Shift, Poisson solver, p-channel, uniform: +46.40 mV
Bulk Fermi potential phi_F: 0.4762 V
Depletion charge Q_B: 0.5623 uC/cm2
Q_B/C_ox: 0.3257 V
n-channel V_FB: -1.0362 V
n-channel V_T before: +0.242 V, after: +0.335 V
n-channel V_T, solver minus formula: +0.02 mV
p-channel V_FB: +1.0362 V
p-channel V_T before: -0.242 V, after: -0.149 V
p-channel V_T, solver minus formula: -0.02 mV
Oxide field at n-channel threshold, trapped: 2.09 MV/cm
Shift change per 0.1 nm of centroid: 4.64 mV
Polysilicon doping: 1.0e+20 cm^-3
Shift with polysilicon gate, n-channel: 101.8 mV
Extra shift from polysilicon: 9.0 mV
Screening length, degenerate/Boltzmann: 1.47
Mean spacing of charges: 10.0 nm
Local potential rms at 1 nm depth: 43 mV
Same from random maps: 43 mV
Charges under a 1000 nm x 100 nm gate: 1000
Shift spread from random count: 2.9 mV
Trap depth: 3.0 eV; tunnelling mass: 0.4 m_e
Attempt rate: 1e+13 1/s; decay constant: 5.61 1/nm
Escape time over 1 nm: 7.5 ns
OK
```
